The 1:2:3 quadrupole frequency ratio of implanted indium probes, part 2

Radioactive In-111 implanted in silicon decays to Cd-111, which emits two gamma rays in succession. Between them the nucleus has spin I = 5/2, with states |m⟩, and evolves in the static electric-field gradient of its surroundings. We want the strength of each frequency in the measured signal.

Spin operators are dimensionless, I² has the value 35/4, and I₊ and I₋ raise and lower m. Q is the quadrupole moment, e > 0, and Vzz is the largest principal component of the traceless gradient. For an axial gradient along z,

H = ±ħω_Q(3Iz² − I²),  ω_Q = |eQVzz|/(40ħ),

with the upper sign for QVzz > 0. The levels are then 10, −2 and −8 times ħω_Q for |m| = 5/2, 3/2 and 1/2, and the frequencies are

ω₁ = 6ω_Q  (1/2 and 3/2),
ω₂ = 12ω_Q  (3/2 and 5/2),
ω₃ = 18ω_Q  (1/2 and 5/2).

The asymmetry η = (Vxx − Vyy)/Vzz is zero unless stated. As η rises from 0 to 1, ω₂/ω₁ falls from 2 to 1. In a point-charge model, one unlike nearest neighbour gives η = 0 and two equal ones give η = 1.

The gamma rays are detected along unit vectors k₁ and k₂. The first prepares, and the second reads, the alignment

A(k) = 3(k·I)² − I².

With U = exp(−iHt/ħ), the coincidence rate relative to its isotropic value is

W(t) = 1 + A₂₂C(t),
C(t) = Tr[A(k₂) U A(k₁) U†]/Tr[A(k)²],

where A₂₂ collects the properties of the two gamma transitions.

These formulas keep only the second-rank part of the reading. The second gamma ray weights |m| = 5/2, 3/2 and 1/2 along k₂ as 0 : 2 : 1, which also has a fourth-rank part, about 1.15 times the second-rank part. It drops out for random axes but not in a single crystal; section 14 gives the correction.

10. The alignment seen from the gradient axis

Let k have polar angle β and azimuth α about the gradient axis z. Then

k·I = cos β Iz + ½ sin β (e^(−iα)I₊ + e^(iα)I₋).

Squaring and sorting by the change in m gives

A(k) = P₂(cos β)A₀
 + (3/2) sin β cos β [e^(−iα)B₁ + h.c.]
 + (3/4) sin²β [e^(−2iα)B₂ + h.c.],

with P₂(c) = (3c² − 1)/2, "h.c." the Hermitian conjugate, and

A₀ = 3Iz² − I²,  B₁ = IzI₊ + I₊Iz,  B₂ = I₊².

The first line uses I₊I₋ + I₋I₊ = 2(I² − Iz²). The part of A(k) that keeps m is then 3cos²β Iz² + (3/2)sin²β(I² − Iz²) − I², which equals P₂(cos β)(3Iz² − I²).

The time evolution multiplies each element between two states by a phase set by their energy difference. The three parts behave as follows.

A₀ is diagonal and does not evolve. Its strength is Tr A₀² = 2(10² + 2² + 8²) = 336.

B₁ changes m by one, with ⟨m+1|B₁|m⟩ = (2m+1)√[I(I+1) − m(m+1)]. The squares are

1/2 → 3/2: 4 × 8 = 32, at ω₁,
3/2 → 5/2: 16 × 5 = 80, at ω₂.

The steps −3/2 → −1/2 and −5/2 → −3/2 repeat these values with the opposite energy difference. The step −1/2 → 1/2 has 2m + 1 = 0. The total is 224.

B₂ changes m by two, with squares

−3/2 → 1/2: 8 × 9 = 72, at ω₁,
1/2 → 5/2: 8 × 5 = 40, at ω₃,

and the steps −1/2 → 3/2 and −5/2 → −1/2 repeat them with the opposite energy difference. The total is again 224.

Because each phase appears with its complex conjugate at equal weight, the sums are cosines. Divided by their totals, they are

g₁(t) = (2/7)cos ω₁t + (5/7)cos ω₂t,
g₂(t) = (9/14)cos ω₁t + (5/14)cos ω₃t.

All three frequencies are therefore present. The cosines are also the reason why the sign of Vzz does not show in the signal.

11. The correlation for one gradient axis

Let k₁ and k₂ have polar angles β₁ and β₂ and azimuths that differ by α. Abbreviate c = cos β and s = sin β with the matching index. In the trace, a part that raises m pairs with one that lowers it by the same amount, so

336 C(t) = 336 P₂(c₁)P₂(c₂)
 + (9/4)s₁c₁s₂c₂ (2cos α) 224 g₁(t)
 + (9/16)s₁²s₂² (2cos 2α) 224 g₂(t).

Since 224/336 = 2/3,

C(t) = P₂(c₁)P₂(c₂) + 3s₁c₁s₂c₂ cos α g₁(t) + (3/4)s₁²s₂² cos 2α g₂(t).

At t = 0 both g₁ and g₂ are 1. If θ is the angle between k₁ and k₂, then cos θ = c₁c₂ + s₁s₂cos α, and inserting this in P₂(cos θ) reproduces the three terms. So C(0) = P₂(cos θ), as it must be for a spin that has had no time to turn.

12. Random axes

In a fine-grained polycrystal the gradient axes point in all directions. Average C(t) over them with k₁ and k₂ fixed. As a function of k₂, each term is a spherical harmonic of degree two. After the average it can depend on θ alone, and the only function of degree two that does so is a multiple of P₂(cos θ). Hence the average of C(t) is G₂₂(t)P₂(cos θ), and G₂₂ can be found from the simplest case, θ = 0.

There β₁ = β₂ = β and α = 0. Over the sphere the mean of cos²β is 1/3 and that of cos⁴β is 1/5, so

mean of P₂² = (9/5 − 2 + 1)/4 = 1/5,
mean of 3 sin²β cos²β = 3(1/3 − 1/5) = 2/5,
mean of (3/4) sin⁴β = (3/4)(1 − 2/3 + 1/5) = 2/5.

Therefore G₂₂ = 1/5 + (2/5)g₁ + (2/5)g₂. The amplitude of ω₁ is (2/5)(2/7 + 9/14) = 13/35, that of ω₂ is (2/5)(5/7) = 2/7, and that of ω₃ is (2/5)(5/14) = 1/7:

G₂₂(t) = 1/5 + (13/35)cos ω₁t + (2/7)cos ω₂t + (1/7)cos ω₃t.

The amplitudes add to 1. The constant 1/5 is the part of the alignment that lies along the gradient axis and does not evolve. It survives any spread in the size of an axial gradient; a spread that also makes η nonzero raises it somewhat, towards the value 0.26 of η = 1. As a test, the six-state spin was evolved directly and averaged numerically over axis directions. The signal at 41 times was fitted completely by a constant and the three cosines, with amplitudes 0.2000, 0.3714, 0.2857 and 0.1429.

A magnetic field gives a useful contrast. With H = ħω_L n·I along random directions n, all steps of one unit in m have the frequency ω_L and all steps of two have 2ω_L. The same averages give

G₂₂ = (1/5)(1 + 2cos ω_Lt + 2cos 2ω_Lt).

In a polycrystal, two lines at 1:2 without a third are thus not the signature of an axial gradient. They do not prove a magnetic field either: a gradient with η = 1 also gives two lines at 1:2, with a constant of 0.26 and amplitudes 0.59 and 0.15.

13. From counts to the signal

Detector pairs at 180° and 90° measure W(180°) = 1 + A₂₂G₂₂ and W(90°) = 1 − ½A₂₂G₂₂, because P₂ is 1 and −1/2 there. Form the ratio

R(t) = 2[W(180°) − W(90°)]/[W(180°) + 2W(90°)].

The difference is (3/2)A₂₂G₂₂ and the denominator is 3, so R(t) = A₂₂G₂₂(t). The exponential decay of the count rate cancels if it multiplies both W and the background has been subtracted.

If a fraction f of the probes sits in the complex and the rest on undisturbed cubic sites, the latter have no gradient and keep G₂₂ = 1. Then

R(t) = A₂₂[1 − f + fG₂₂(t)].

The depth of the modulation measures f, and the frequency measures the gradient.

14. A single-crystal wafer

An implanted silicon wafer is usually a single crystal, and the average over random axes does not apply. Take pairs along the four ⟨111⟩ axes, equally populated, and detectors along ⟨100⟩ directions. Each pair axis makes an angle with cos²β = 1/3 to each detector direction. For the 180° pair, with A(−k) = A(k), the factors in C(t) are

P₂ = 0,  3 sin²β cos²β = 2/3,  (3/4) sin⁴β = 1/3.

So the correlation factor is

G_w(t) = (2/3)g₁ + (1/3)g₂ = (17/42)cos ω₁t + (10/21)cos ω₂t + (5/42)cos ω₃t.

For the 90° pairs, use A(x) + A(y) + A(z) = 3I² − 3I² = 0, where x, y, z are now the cube axes. With k₁ along x, the correlations for k₂ along x, y and z add to zero. A quarter-turn about x maps the set of ⟨111⟩ axes onto itself and carries y into z, so the last two are equal after the average over the four axes. Each is −½G_w, and the ratio R works as before with G_w in place of G₂₂.

The frequencies are unchanged, but the constant term has vanished and ω₂ is now the strongest line. These amplitudes hold for the second-rank reading alone and should not be used to fit In-111 data. With the fourth-rank part of the second gamma ray included, point detectors give 19/54, 10/27 and 5/18 (0.352, 0.370, 0.278) for ω₁, ω₂ and ω₃. The constant is still zero and the 90° pairs still give −½ of the 180° signal, but ω₃ is more than twice as strong and ω₂ leads ω₁ only slightly. Detectors of finite size weaken the fourth-rank part more than the second-rank part, so the amplitudes must be computed for the actual setup. A fit of this wafer with the polycrystal amplitudes would assign part of the constant signal to the wrong population. Unequal populations of the four axes, for example under stress, would not change the signal for these detector directions. A half-turn about a cube axis carries one ⟨111⟩ axis into another and at most reverses k₁ or k₂, which leaves A(k) unchanged, so each axis alone gives the same correlation. For detectors in other directions the populations do in general matter.

15. Worked example: an indium-donor pair in silicon

The inputs are rough typical values: Q = 0.7 b, Vzz = 10⁴ V/nm², half-life 85 ns and A₂₂ = −0.18. Half of the probes are in the complex, f = 0.5. Since 1 b = 10⁻¹⁰ nm², the product QVzz is 7 × 10⁻⁷ V, and the coupling energy eQVzz is 700 neV. One fortieth of it is ħω_Q = 17.5 neV. The levels follow:

|m| = 1/2: −140 neV,  |m| = 3/2: −35 neV,  |m| = 5/2: 175 neV.

The coupling frequency eQVzz/h is 169 MHz. The lowest line is 6/40 of it, and the triplet is

ω₁/2π = 25.4 MHz,  ω₂/2π = 50.8 MHz,  ω₃/2π = 76.2 MHz.

Because the frequencies are whole multiples of the first, the signal returns to its starting value after T = 2π/ω₁ = 39.4 ns. About two such returns fit in one half-life. The signal at four times is

t = 0: R = −0.180 (polycrystal), −0.180 (wafer)
t = T/4 = 9.8 ns: −0.082, −0.047
t = T/2 = 19.7 ns: −0.087, −0.086
t = T = 39.4 ns: −0.180, −0.180.

At T/4 the cosines are 0, −1 and 0. The polycrystal then has G₂₂ = 0.2000 − 0.2857 = −0.0857, and R = −0.18[0.5 + 0.5(−0.0857)] = −0.082. The wafer lacks the constant term and has more weight in ω₂, so its signal comes closer to zero. The wafer values listed use the second-rank amplitudes. With the fourth-rank part of section 14 and point detectors they become −0.057 at T/4 and −0.067 at T/2, while the polycrystal values do not change.

16. What the model leaves out, for these numbers

Residual asymmetry. An η of 0.1 moves ω₂/ω₁ from 2 to 1.975. A natural scale for frequency errors is the inverse mean life, 1/(122.6 ns). An asymmetry of 0.22 is needed to shift ω₁ by that much at fixed Vzz. Good statistics can resolve less, but a blurred 1:2:3 triplet does not prove η = 0.

Time resolution. A Gaussian timing error of standard deviation σ multiplies cos ωt by exp(−ω²σ²/2), the Gaussian mean of cos ωτ over the error τ. This holds at times later than about one timing width, since the signal starts at t = 0. For a full width of 2 ns at half maximum, the three amplitudes are multiplied by 0.99, 0.96 and 0.92. The highest line suffers most, so a third line some 8% below its calculated amplitude is not by itself evidence against the triplet.

Spread of gradients. Residual implantation damage makes Vzz vary from probe to probe. A relative Gaussian spread p multiplies each cosine by exp[−(pωt)²/2]. For p = 0.02 and t = 85 ns the factors are 0.96, 0.86 and 0.72. The returns at later multiples of T become lower and rounder.

Distant dopants. At 10¹⁹ cm⁻³ a sphere of radius 2.9 nm holds one ionized dopant on average (the mean distance to the nearest one is 2.6 nm). Take one dopant at 2.9 nm. With rough values of 11.7 for the dielectric constant and 30 for the enhancement of the gradient by the probe's own electrons, it adds 0.3 V/nm², or 3 × 10⁻⁵ of Vzz. Closer dopants count more, as the inverse cube of the distance. Summed over randomly placed unscreened dopants, the largest principal component of the added gradient has a median near 0.5 V/nm² and exceeds about 30 V/nm², or 0.3% of Vzz, for one probe in a hundred; the component along a fixed axis is about 2.5 times smaller, and screening by free carriers lowers the median to about 0.3 V/nm². These numbers count only the gradient of the distant charge itself. A silicon site has no inversion centre, so the electric field of the dopant, 0.015 V/nm at 2.9 nm, also induces a gradient proportional to that field. Small tetrahedral clusters suggest a coefficient of 200 to 300 per nm, which gives 3 to 5 V/nm². This is about ten times the value above and falls only as the inverse square of the distance. It is still only a few parts in 10⁴ of Vzz.

Magnetic field and thermal polarization. A stray field of 0.05 mT gives a Larmor phase of about 6 × 10⁻⁵ rad in one half-life, for a nuclear g-factor of roughly 0.3 in size; within the quadrupole doublets the phase is up to five times this. The largest splitting is 1.2 × 10⁻⁵ of the thermal energy at 300 K. Both are negligible here.

Motion. Suppose the complex can break up or reorient over a barrier of 1 eV at an attempt rate of 10¹³ per second, both model values. The expected number of jumps in one half-life is 1.3 × 10⁻¹¹ at 300 K and 2.1 at 900 K. The static theory holds at the first temperature and fails at the second. With these values the count is still only 3 × 10⁻³ at 600 K and 0.05 at 700 K, so the measurement should be made below roughly 600 K, even if the wafer was annealed hotter.

Electron capture itself disturbs the electrons of the probe atom just before the measurement. If they have not settled when the first gamma ray leaves, the gradient changes during the observation, and the static theory does not apply. That effect is not sized here.

17. The model beside a real wafer

For indium-donor pairs in silicon, the coupling frequencies, sensed by the Cd daughter, are of the order of one to a few hundred MHz as a rough guide and depend on the donor, so the example's 169 MHz has the right order of magnitude. The value itself follows from the chosen Q and Vzz and is not a prediction for a particular donor. One assumption that residual damage can break in an implanted wafer is that of one sharp gradient. A 2% spread leaves the line centres in place in this model but removes 28% of the ω₃ oscillation after one half-life. Before annealing, the damage can be heavy enough that no triplet is resolved. A sound assignment therefore fits all three lines with one ω_Q and a common spread, uses the amplitudes that belong to the crystal and detector geometry, and compares ω_Q with wafers in which the suspected partner was introduced on purpose. The values used here are collected in the numerical output.

Computed values

```
Q = 0.7 b (rough), Vzz = 1.0e+04 V/nm^2 (rough)
half-life = 85.0 ns (rough), mean life = 122.6 ns
A22 = -0.18 (rough), fraction in complex f = 0.5
levels / (hbar wQ), |m|=1/2,3/2,5/2: [-8. -2. 10.]
levels from d5/2 charge density, |m|=5/2,3/2,1/2: [10. -2. -8.]
gaps / (hbar wQ): [ 6. 12. 18.]
frequency ratios: [1. 2. 3.]
powder weights (const,w1,w2,w3): [0.2    0.3714 0.2857 0.1429]
wafer weights (const,w1,w2,w3): [0.     0.4048 0.4762 0.119 ]
coupling frequency eQVzz/h = 169.3 MHz
wQ = 0.02659 rad/ns
level energies, |m|=1/2,3/2,5/2 = [-140.  -35.  175.] neV
w1,w2,w3 = [0.1595 0.319  0.4786] rad/ns
w/(2 pi) = [25.39 50.78 76.17] MHz
recurrence time = 39.39 ns
t = 0 = 0.00 ns: R powder = -0.1800, R wafer = -0.1800
t = T/4 = 9.85 ns: R powder = -0.0823, R wafer = -0.0471
t = T/2 = 19.69 ns: R powder = -0.0874, R wafer = -0.0857
t = T = 39.39 ns: R powder = -0.1800, R wafer = -0.1800
eta = 0.1: w2/w1 = 1.9745
eta = 0.2: w2/w1 = 1.9029
eta = 0.5: w2/w1 = 1.5418
eta = 1.0: w2/w1 = 1.0000
one unlike neighbour: eta = 0.000, w2/w1 = 2.000
two unlike neighbours: eta = 1.000, w2/w1 = 1.000
eta shifting w1 by 1/(mean life) = 0.219
time resolution FWHM = 2.0 ns (rough), amplitude factors: [0.991 0.964 0.921]
relative EFG spread (std) = 0.02, factors at one half-life: [0.964 0.863 0.718]
dopants = 1e+19 cm^-3, typical distance = 2.88 nm
eps_r = 11.7 (rough), antishielding = 30.0 (rough)
distant-dopant EFG = 0.309 V/nm^2, relative to Vzz = 3.1e-05
stray field = 0.05 mT, |g| = 0.3 (rough), phase in one half-life = 6.1e-05 rad
hbar w3/(kB 300 K) = 1.2e-05
jump barrier = 1.0 eV, attempt rate = 1e+13 1/s (model)
jumps per half-life: 300 K = 1.3e-11, 900 K = 2.14
```
